# The effective magnetic moment of NO at room temperature: a numerical check

```python
"""
Effective magnetic moment of a regular doublet-Pi molecule (NO).
Result under test, with x = Delta/(k T) and moments in Bohr magnetons:
    mu_eff^2 = 4 [ (1 - exp(-x))/x + exp(-x) ] / (1 + exp(-x))
Definition: susceptibility per molecule = mu_eff^2 / (3 k T).
Delta : splitting between 2Pi1/2 (lower) and 2Pi3/2, in cm^-1
Lambda, Sigma : projections of orbital and spin angular momentum on the axis
b : Bohr magneton times field, in cm^-1
The formula assumes a weak field, classical rotation and spin factor g = 2.
It is compared with derivatives of ln Z and with a quantized rotor.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

K_CM = const.k / (const.h * const.c * 100.0)      # Boltzmann constant, cm^-1/K
MU_B = const.physical_constants["Bohr magneton"][0]
G_FREE = abs(const.physical_constants["electron g factor"][0])


def parts_formula(temp, delta):
    """k T chi / mu_B^2 for a field along and across the molecular axis."""
    x = delta / (K_CM * temp)
    e = np.exp(-x)
    return 4 * e / (1 + e), 2 * (1 - e) / (x * (1 + e))


def mu2_formula(temp, delta):
    x = delta / (K_CM * temp)
    e = np.exp(-x)
    return 4 * ((1 - e) / x + e) / (1 + e)


# ---------- fixed axis: susceptibility from the partition function ----------
SZ = np.diag([0.5, -0.5])
SX = np.array([[0.0, 0.5], [0.5, 0.0]])
LAM = np.kron(np.diag([1.0, -1.0]), np.eye(2))
SPIN_Z = np.kron(np.eye(2), SZ)
SPIN_X = np.kron(np.eye(2), SX)


def partition(temp, delta, b, cos_t, g):
    sin_t = np.sqrt(max(0.0, 1 - cos_t**2))
    moment = cos_t * (LAM + g * SPIN_Z) + sin_t * g * SPIN_X
    energy = np.linalg.eigvalsh(delta * LAM @ SPIN_Z + b * moment)
    return np.exp(-energy / (K_CM * temp)).sum()


def curvature(temp, delta, nodes, weights, g=2.0):
    """(k T)^2 times the second field derivative of ln Z at zero field."""
    step = 1e-3
    logs = []
    for sign in (-1, 0, 1):
        b = sign * step * K_CM * temp
        z = sum(w * partition(temp, delta, b, c, g)
                for c, w in zip(nodes, weights))
        logs.append(np.log(z))
    return (logs[0] - 2 * logs[1] + logs[2]) / step**2


GL_NODES, GL_WEIGHTS = np.polynomial.legendre.leggauss(8)


def mu2_fixed_axis(temp, delta, g=2.0):
    return 3 * curvature(temp, delta, GL_NODES, GL_WEIGHTS, g)


# ---------- quantized rotor in the basis |N, Lambda=1, m> |spin> ----------
def rotor_block(m_total, rot, delta, n_max):
    """Hamiltonian and z moment for one total projection, Lambda = +1.
    Lambda = -1 has the same spectrum and the same susceptibility."""
    basis = [(n, s) for n in range(1, n_max + 1) for s in (0.5, -0.5)
             if abs(m_total - s) <= n]
    index = {state: i for i, state in enumerate(basis)}
    ham = np.zeros((len(basis), len(basis)))
    mag = np.zeros_like(ham)
    for (n, s), i in index.items():
        m = m_total - s
        axis_z = m / (n * (n + 1))
        ham[i, i] = rot * (n * (n + 1) - 1) + delta * s * axis_z
        mag[i, i] = axis_z + 2 * s
        up = np.sqrt((n + 1)**2 - 1) / (
            (n + 1) * np.sqrt((2 * n + 1) * (2 * n + 3)))
        down = np.sqrt(n**2 - 1) / (n * np.sqrt((2 * n - 1) * (2 * n + 1)))
        j = index.get((n + 1, s))
        if j is not None:
            axis_z = up * np.sqrt((n + 1)**2 - m**2)
            ham[i, j] = ham[j, i] = delta * s * axis_z
            mag[i, j] = mag[j, i] = axis_z
        if s > 0:      # raising part of the axis vector with spin lowering
            raising = {
                n: np.sqrt((n - m) * (n + m + 1)) / (n * (n + 1)),
                n + 1: -up * np.sqrt((n + m + 1) * (n + m + 2)),
                n - 1: down * np.sqrt(max(0.0, (n - m) * (n - m - 1)))}
            for n_new, value in raising.items():
                j = index.get((n_new, -0.5))
                if j is not None:
                    ham[i, j] = ham[j, i] = 0.5 * delta * value
    return ham, mag


def mu2_rotor(temp, rot, delta, n_max=48):
    beta = 1 / (K_CM * temp)
    z_sum, response = 0.0, 0.0
    for k in range(n_max + 1):     # negative projections contribute equally
        ham, mag = rotor_block(k + 0.5, rot, delta, n_max)
        energy, vec = np.linalg.eigh(ham)
        weight = np.exp(-beta * (energy + delta / 2))
        m2 = (vec.T @ mag @ vec)**2
        gap = beta * (energy[None, :] - energy[:, None])
        close = np.abs(gap) < 1e-7
        kernel = np.where(close, weight[:, None],
                          (weight[:, None] - weight[None, :])
                          / np.where(close, 1.0, gap))
        z_sum += weight.sum()
        response += (m2 * kernel).sum()
    return 3 * response / z_sum


DELTA = 120.0      # cm^-1, given splitting
ROT = 1.7          # cm^-1, rough rotational constant of NO
ROOM = 300.0       # K

# Fixed-axis tests: each direction, then the average over directions
for t in (20.0, 100.0, 300.0, 1000.0, 5000.0):
    par, perp = parts_formula(t, DELTA)
    assert abs(curvature(t, DELTA, [1.0], [1.0]) - par) < 1e-5
    assert abs(curvature(t, DELTA, [0.0], [1.0]) - perp) < 1e-5
    assert abs(mu2_fixed_axis(t, DELTA) - mu2_formula(t, DELTA)) < 2e-5

# Limits of the formula
xs = sp.symbols("x", positive=True)
expr = 4 * ((1 - sp.exp(-xs)) / xs + sp.exp(-xs)) / (1 + sp.exp(-xs))
series = sp.series(expr, xs, 0, 2).removeO()
assert sp.simplify(series - (4 - xs)) == 0
low_t_chi = mu2_fixed_axis(10.0, DELTA) / (3 * K_CM * 10.0)
assert abs(low_t_chi * 3 * DELTA / 4 - 1) < 1e-4

# Rotor matrix against the closed expression for doublet-Pi levels
ratio = DELTA / ROT
levels = [ROT - DELTA / 2]
for q in range(2, 40):             # q = J + 1/2
    root = 0.5 * np.sqrt(4 * q**2 + ratio * (ratio - 4))
    levels += [ROT * (q**2 - 1 - root), ROT * (q**2 - 1 + root)]
block_levels = np.linalg.eigvalsh(rotor_block(0.5, ROT, DELTA, 48)[0])
level_error = np.max(np.abs(np.sort(levels)[:30] - block_levels[:30]))
assert level_error < 1e-8

# Quantized rotation approaches the classical result; the extrapolation
# removes the part of the deviation linear in the rotational constant
mu2_room = mu2_formula(ROOM, DELTA)
rotor_room = mu2_rotor(ROOM, ROT, DELTA)
rotor_double = mu2_rotor(ROOM, 2 * ROT, DELTA)
extrapolated = 2 * rotor_room - rotor_double
assert abs(rotor_room / mu2_room - 1) < 0.01
assert abs(extrapolated - mu2_room) < 1e-3

# Room-temperature claim, from the partition function
for t in (293.15, 300.0):
    assert abs(np.sqrt(mu2_fixed_axis(t, DELTA)) - 1.84) < 0.005

x_room = DELTA / (K_CM * ROOM)
boltz = np.exp(-x_room)
par, perp = parts_formula(ROOM, DELTA)
chi_si = const.N_A * const.mu_0 * MU_B**2 * mu2_room / (3 * const.k * ROOM)
chi_cgs = chi_si * 1e6 / (4 * np.pi)

print(f"Splitting Delta = {DELTA:.1f} cm^-1")
print(f"Delta/k = {DELTA / K_CM:.2f} K")
print(f"Boltzmann constant = {K_CM:.6f} cm^-1/K")
print(f"Rotational constant (rough) = {ROT:.1f} cm^-1")
print(f"Bohr magneton times 1 T = {MU_B / (const.h * const.c * 100):.4f} cm^-1")
print(f"Temperature = {ROOM:.1f} K, kT = {K_CM * ROOM:.2f} cm^-1")
print(f"x = {x_room:.4f}, exp(-x) = {boltz:.4f} (no unit)")
print(f"Population of 2Pi1/2 = {1 / (1 + boltz):.4f} (no unit)")
print(f"Population of 2Pi3/2 = {boltz / (1 + boltz):.4f} (no unit)")
print(f"Parallel part P = {par:.4f} mu_B^2")
print(f"Transverse part Q, one direction = {perp:.4f} mu_B^2")
print(f"Transverse part 2Q, both directions = {2 * perp:.4f} mu_B^2")
print(f"mu_eff^2 = P + 2Q = {mu2_room:.4f} mu_B^2")
print(f"mu_eff at 300 K = {np.sqrt(mu2_room):.4f} mu_B")
print(f"mu_eff from ln Z = {np.sqrt(mu2_fixed_axis(ROOM, DELTA)):.4f} mu_B")
print(f"mu_eff without transverse part = {np.sqrt(par):.4f} mu_B")
print(f"mu_eff at 293.15 K = {np.sqrt(mu2_formula(293.15, DELTA)):.4f} mu_B")
print(f"Molar susceptibility at 300 K (SI) = {chi_si:.4e} m^3/mol")
print(f"Molar susceptibility at 300 K (cgs) = {chi_cgs:.4e} cm^3/mol")
for d in (115.0, 125.0):
    print(f"mu_eff at 300 K, Delta {d:.0f} cm^-1 = "
          f"{np.sqrt(mu2_formula(ROOM, d)):.4f} mu_B")
print(f"mu_eff at 300 K with free-electron g = "
      f"{np.sqrt(mu2_fixed_axis(ROOM, DELTA, G_FREE)):.4f} mu_B")
print("T (K) | mu_eff formula (mu_B) | mu_eff quantized rotor (mu_B)")
for t in (20.0, 50.0, 100.0, 200.0, 300.0):
    print(f"{t:.0f} | {np.sqrt(mu2_formula(t, DELTA)):.4f} | "
          f"{np.sqrt(mu2_rotor(t, ROT, DELTA)):.4f}")
for t in (1000.0, 5000.0):
    print(f"mu_eff formula at {t:.0f} K = "
          f"{np.sqrt(mu2_formula(t, DELTA)):.4f} mu_B")
print(f"Rotor mu_eff^2 at 300 K = {rotor_room:.5f} mu_B^2")
print(f"Rotor mu_eff^2, doubled rot. constant = {rotor_double:.5f} mu_B^2")
print(f"Rotor mu_eff^2, extrapolated to zero = {extrapolated:.5f} mu_B^2")
print(f"Classical mu_eff^2 at 300 K = {mu2_room:.5f} mu_B^2")
print(f"Largest rotor level error = {level_error:.1e} cm^-1")
print("success")
```

Output:

```
Splitting Delta = 120.0 cm^-1
Delta/k = 172.65 K
Boltzmann constant = 0.695035 cm^-1/K
Rotational constant (rough) = 1.7 cm^-1
Bohr magneton times 1 T = 0.4669 cm^-1
Temperature = 300.0 K, kT = 208.51 cm^-1
x = 0.5755, exp(-x) = 0.5624 (no unit)
Population of 2Pi1/2 = 0.6400 (no unit)
Population of 2Pi3/2 = 0.3600 (no unit)
Parallel part P = 1.4399 mu_B^2
Transverse part Q, one direction = 0.9733 mu_B^2
Transverse part 2Q, both directions = 1.9466 mu_B^2
mu_eff^2 = P + 2Q = 3.3864 mu_B^2
mu_eff at 300 K = 1.8402 mu_B
mu_eff from ln Z = 1.8402 mu_B
mu_eff without transverse part = 1.1999 mu_B
mu_eff at 293.15 K = 1.8362 mu_B
Molar susceptibility at 300 K (SI) = 1.7738e-08 m^3/mol
Molar susceptibility at 300 K (cgs) = 1.4116e-03 cm^3/mol
mu_eff at 300 K, Delta 115 cm^-1 = 1.8474 mu_B
mu_eff at 300 K, Delta 125 cm^-1 = 1.8330 mu_B
mu_eff at 300 K with free-electron g = 1.8419 mu_B
T (K) | mu_eff formula (mu_B) | mu_eff quantized rotor (mu_B)
20 | 0.6811 | 0.6835
50 | 1.1000 | 1.1036
100 | 1.4903 | 1.4915
200 | 1.7524 | 1.7523
300 | 1.8402 | 1.8399
mu_eff formula at 1000 K = 1.9552 mu_B
mu_eff formula at 5000 K = 1.9913 mu_B
Rotor mu_eff^2 at 300 K = 3.38536 mu_B^2
Rotor mu_eff^2, doubled rot. constant = 3.38429 mu_B^2
Rotor mu_eff^2, extrapolated to zero = 3.38643 mu_B^2
Classical mu_eff^2 at 300 K = 3.38643 mu_B^2
Largest rotor level error = 4.5e-13 cm^-1
success
```
